# Oscillator Strength and Polarizability of the One-Dimensional Delta Well

## Exercise

An electron moves on a line in the attractive potential $V(x)=-\kappa\,\delta(x)$ with $\kappa>0$. Atomic units are used, $\hbar=m=e=1$, so $\kappa$ is an inverse length. The electron starts in the bound state $\psi_0$ of energy $E_0$ and is excited by light polarized along the line. The wavelength is taken to be long compared with the size of the bound state, so that the transition operator is $x$.

For one dimension, the oscillator strength of a transition to a discrete state $n$ is defined as

$$f_n=2(E_n-E_0)\,|\langle n|x|0\rangle|^2 .$$

There is no factor $1/3$, because no average over three directions is taken. For a continuum of final states, $f_n$ is replaced by a density $df/dE$, where $E>0$ is the final energy.

1. Find the bound state and the final states that the light can reach.
2. Find $df/dE$. Describe its behaviour near threshold and at high energy, and locate its maximum.
3. Find the total oscillator strength.
4. A static field $F$ shifts the bound level by $-\tfrac12\alpha F^2$ to second order. Find $\alpha$ from $df/dE$.
5. Evaluate the results for $\kappa=0.5$ inverse bohr.

## Hints

**For question 1.** Integrate the Schrödinger equation over a small interval around $x=0$ to find the jump in slope. Then use parity. What does the delta potential do to a wavefunction that vanishes at the origin?

**For question 2.** Normalize the final states so that $\langle k|k'\rangle=\delta(k-k')$. The integral with a factor $x$ follows from the one without it by differentiation with respect to $\kappa$. First find the strength per unit $k$, then convert it to strength per unit energy.

**For question 3.** Go back from $E$ to $k$ and substitute $k=\kappa\tan\theta$.

**For question 4.** Write the second-order energy as an integral over the final states, and express the squared matrix element through the oscillator strength. The substitution of question 3 works again.

## Solution

### 1. The states

The Schrödinger equation is

$$-\tfrac12\psi''(x)-\kappa\,\delta(x)\psi(x)=E\psi(x).$$

Integrate from $-\epsilon$ to $+\epsilon$ and let $\epsilon\to0$. The right side vanishes because $\psi$ is finite, which leaves

$$\psi'(0^+)-\psi'(0^-)=-2\kappa\,\psi(0).$$

Away from the origin, a bound state must decay exponentially. An even one has the form $Ne^{-\lambda|x|}$, whose slope jumps by $-2\lambda N$. Comparison with the condition above gives $\lambda=\kappa$. An odd bound state would have to vanish at $x=0$, but $e^{-\lambda x}$ has no zero there, so no odd bound state exists. Normalization requires

$$1=2N^2\int_0^\infty e^{-2\kappa x}\,dx=\frac{N^2}{\kappa},$$

and therefore

$$\psi_0(x)=\sqrt{\kappa}\,e^{-\kappa|x|},\qquad E_0=-\frac{\kappa^2}{2}.$$

This is the only bound state, so all excitations lead to the continuum.

The function $\psi_0$ is even and $x$ is odd. The integral of $\varphi(x)\,x\,\psi_0(x)$ over the line vanishes if the final state $\varphi$ is even. Only odd final states contribute. They satisfy $\varphi(0)=0$, so their slope does not jump and the delta potential has no effect on them. They are the free waves

$$\varphi_k(x)=\frac{\sin kx}{\sqrt\pi},\qquad k>0,\qquad E=\frac{k^2}{2}.$$

The prefactor follows from

$$\int_{-\infty}^{\infty}\sin kx\,\sin k'x\,dx=\frac12\int_{-\infty}^{\infty}\left[\cos(k-k')x-\cos(k+k')x\right]dx=\pi\,\delta(k-k')-\pi\,\delta(k+k').$$

The last term is zero for positive $k$ and $k'$. Division by $\pi$ gives the required normalization. Negative $k$ must not be counted, since it gives the same wave with the opposite sign.

The model is solvable in this simple form because the potential acts on the initial state but not on the final states reached by the light. An odd wave does not vanish throughout a well of finite width, so such a well would distort it too.

### 2. The density of oscillator strength

The product $x\sin kx$ is even, so the integral over the line is twice the integral over $x>0$:

$$\langle k|x|0\rangle=2\sqrt{\frac{\kappa}{\pi}}\int_0^\infty x\sin(kx)\,e^{-\kappa x}\,dx.$$

Start from the elementary integral

$$\int_0^\infty \sin(kx)\,e^{-\kappa x}\,dx=\frac{k}{k^2+\kappa^2}.$$

Differentiation with respect to $\kappa$ brings down a factor $-x$ on the left. After a change of sign on both sides,

$$\int_0^\infty x\sin(kx)\,e^{-\kappa x}\,dx=\frac{2k\kappa}{(k^2+\kappa^2)^2}.$$

Hence

$$\langle k|x|0\rangle=\frac{4\kappa^{3/2}k}{\sqrt\pi\,(k^2+\kappa^2)^2}.$$

The transition energy is

$$\omega=E-E_0=\frac{k^2+\kappa^2}{2}.$$

The strength per unit $k$ is therefore

$$\frac{df}{dk}=2\omega\,|\langle k|x|0\rangle|^2=(k^2+\kappa^2)\,\frac{16\kappa^3k^2}{\pi(k^2+\kappa^2)^4}=\frac{16\kappa^3k^2}{\pi(k^2+\kappa^2)^3}.$$

The same strength must be obtained whether the interval is labelled by $k$ or by $E$, so $(df/dE)\,dE=(df/dk)\,dk$. Since $dE/dk=k$,

$$\boxed{\frac{df}{dE}=\frac{16\kappa^3k}{\pi(k^2+\kappa^2)^3}=\frac{2\kappa^3\sqrt{2E}}{\pi\,\omega^3}}$$

The second form uses $k=\sqrt{2E}$ and $k^2+\kappa^2=2\omega$.

**Near threshold**, $k\ll\kappa$ and

$$\frac{df}{dE}\approx\frac{16k}{\pi\kappa^3}=\frac{16\sqrt{2E}}{\pi\kappa^3}.$$

The density starts from zero. A slow odd wave is small over the region occupied by the bound state, so its matrix element is proportional to $k$. The square gives $k^2$, and the conversion to energy removes one power of $k$.

**At high energy**, $k\gg\kappa$ and

$$\frac{df}{dE}\approx\frac{16\kappa^3}{\pi k^5},$$

which falls as $E^{-5/2}$. This power law comes from the cusp of the bound state. Let $g(x)=xe^{-\kappa x}$ for $x>0$. Repeated integration by parts gives

$$\int_0^\infty g(x)\sin kx\,dx=\frac{g(0)}{k}-\frac{g''(0)}{k^3}+\dots$$

Here $g(0)=0$ and $g''(0)=-2\kappa$, so the leading term is $2\kappa/k^3$, in agreement with the full integral. For a binding potential without a singular point the tail would be different, so this limit belongs to the delta model.

**The maximum** lies where the logarithmic derivative of $k/(k^2+\kappa^2)^3$ vanishes:

$$\frac1k-\frac{6k}{k^2+\kappa^2}=0\quad\Rightarrow\quad k^2=\frac{\kappa^2}{5},\qquad E=\frac{\kappa^2}{10}=\frac{|E_0|}{5}.$$

There $k^2+\kappa^2=6\kappa^2/5$, and the height is

$$\left.\frac{df}{dE}\right|_{\max}=\frac{16\kappa^3(\kappa/\sqrt5)}{\pi(6\kappa^2/5)^3}=\frac{50\sqrt5}{27\pi\kappa^2}.$$

A more weakly bound electron thus has a higher and narrower distribution in energy.

### 3. The total strength

Changing the variable from $E$ to $k$ gives

$$\int_0^\infty\frac{df}{dE}\,dE=\frac{16\kappa^3}{\pi}\int_0^\infty\frac{k^2\,dk}{(k^2+\kappa^2)^3}.$$

With $k=\kappa\tan\theta$ we have $dk=\kappa\,d\theta/\cos^2\theta$ and $k^2+\kappa^2=\kappa^2/\cos^2\theta$. The powers of $\kappa$ cancel:

$$\int_0^\infty\frac{df}{dE}\,dE=\frac{16}{\pi}\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\frac4\pi\int_0^{\pi/2}\sin^2 2\theta\,d\theta=\frac4\pi\cdot\frac\pi4=1.$$

The value does not depend on $\kappa$, and a general argument shows why. Expand the double commutator,

$$[x,[H,x]]=2xHx-x^2H-Hx^2,$$

and take its expectation value in $\psi_0$. Since $H\psi_0=E_0\psi_0$, the result is $2\langle0|x(H-E_0)x|0\rangle$. Inserting the complete set of states turns this into the sum of all oscillator strengths. On the other hand, $V(x)$ commutes with $x$, so only the kinetic energy contributes: $[H,x]=-ip$ and $[x,-ip]=-i\cdot i=1$. The total strength of one electron in a potential $V(x)$ is therefore one. This is the Thomas–Reiche–Kuhn sum rule. In the delta well, the odd continuum carries all of it.

### 4. The polarizability

In a static field the perturbation is $Fx$, up to a sign that does not matter at second order. Its first-order energy is zero because $\langle0|x|0\rangle=0$. The second-order energy is

$$\Delta E=-F^2\int_0^\infty\frac{|\langle k|x|0\rangle|^2}{\omega}\,dk.$$

Setting this equal to $-\tfrac12\alpha F^2$ gives

$$\alpha=2\int_0^\infty\frac{|\langle k|x|0\rangle|^2}{\omega}\,dk.$$

From $df/dk=2\omega|\langle k|x|0\rangle|^2$ we may replace the squared matrix element by $(df/dk)/(2\omega)$. Then

$$\alpha=\int_0^\infty\frac{1}{\omega^2}\frac{df}{dE}\,dE.$$

Each part of the strength acts like an oscillator of frequency $\omega$, and low frequencies count most.

Now insert $1/\omega^2=4/(k^2+\kappa^2)^2$ and use $k=\kappa\tan\theta$ again:

$$\alpha=\frac{64\kappa^3}{\pi}\int_0^\infty\frac{k^2\,dk}{(k^2+\kappa^2)^5}=\frac{64}{\pi\kappa^4}\int_0^{\pi/2}\sin^2\theta\cos^6\theta\,d\theta.$$

To do the angular integral, set $u=2\theta$. From $\sin^2\theta\cos^2\theta=\tfrac14\sin^2u$ and $\cos^4\theta=\tfrac14(1+\cos u)^2$,

$$\int_0^{\pi/2}\sin^2\theta\cos^6\theta\,d\theta=\frac1{32}\int_0^\pi\sin^2u\,(1+2\cos u+\cos^2u)\,du.$$

The three terms give $\pi/2$, $0$ and $\pi/8$. Their sum is $5\pi/8$, so the integral is $5\pi/256$ and

$$\boxed{\alpha=\frac{64}{\pi\kappa^4}\cdot\frac{5\pi}{256}=\frac{5}{4\kappa^4}}$$

With units restored, the potential is $-(\hbar^2\kappa/m)\delta(x)$ and $\alpha=5me^2/(4\hbar^2\kappa^4)$. The fourth power has a simple origin: $\alpha$ scales as a squared length, $\kappa^{-2}$, divided by an energy, $\kappa^2$.

The sum rule supplies an upper bound. Every transition has $\omega\ge|E_0|$, so $\alpha\le1/E_0^2=4/\kappa^4$. The result respects this bound and lies well below it, because the strength is spread over energies above threshold.

On an infinite line the potential energy in a static field falls without limit on one side, and the electron can tunnel out. The level is then not strictly stationary, and $\alpha$ is the coefficient of the second-order shift. The expansion is useful when the field energy over the size of the state is small compared with the binding energy, $F/\kappa\ll\kappa^2/2$. The condition must be met with a wide margin: the exact shift exceeds $\tfrac12\alpha F^2$ in size by 3 percent at $F=0.1\,(\kappa^3/2)$ and by 15 percent at $F=0.2\,(\kappa^3/2)$.

### 5. Numbers for $\kappa=0.5$ inverse bohr

The binding energy is $0.5^2/2=0.125$ hartree, or $3.40$ eV.

Take the final energy $E=|E_0|=0.125$ hartree as an example. Then $k=0.5$ inverse bohr and $\omega=0.25$ hartree. Direct quadrature of the matrix element gives $1.59577$ bohr$^{3/2}$, so

$$\frac{df}{dE}=\frac{2\omega|\langle k|x|0\rangle|^2}{k}=\frac{2(0.25)(1.59577)^2}{0.5}=2.546\ \text{hartree}^{-1},$$

as the boxed formula gives. Other values are:

| $E/\lvert E_0\rvert$ | $E$ (hartree) | $df/dE$ (hartree$^{-1}$) |
|---|---|---|
| 0.05 | 0.00625 | 3.935 |
| 0.20 | 0.02500 | 5.272 |
| 1.00 | 0.12500 | 2.546 |
| 4.00 | 0.50000 | 0.326 |

The second row is the maximum. The limiting forms can be judged from the full expression. The threshold form must be multiplied by $(1+E/|E_0|)^{-3}$, which is $0.86$ in the first row. The high-energy form must be multiplied by $(1+|E_0|/E)^{-3}$, which is $0.51$ in the last row. At four times the binding energy, the high-energy law is therefore still too large by about a factor of two.

The polarizability is

$$\alpha=\frac{5}{4(0.5)^4}=20\ \text{a.u.}=3.30\times10^{-40}\ \text{C}^2\,\text{m}^2/\text{J}.$$

The upper bound is $1/0.125^2=64$ a.u. A single oscillator with unit strength and the same polarizability would have the frequency $1/\sqrt{20}=0.224$ hartree, which is $1.79$ times the binding energy.

An independent check uses the Hamiltonian on a grid in a large box, where the continuum becomes a set of discrete levels. The strength of an odd level divided by the local spacing between odd levels approximates $df/dE$. At $E=0.02193$ hartree this gives $5.256$ hartree$^{-1}$, against $5.254$ from the formula; at $E=0.49444$ hartree it gives $0.3322$ against $0.3329$. The even levels have strengths below $10^{-10}$.

The box strengths add up to $0.99875$. The small deficit comes from the grid. On a grid of step $h$ the double commutator has the matrix elements $-(x_i-x_j)^2H_{ij}$. With the finite-difference kinetic energy, $H_{i,i\pm1}=-1/(2h^2)$, so these elements are $1/2$ between neighbouring points and zero otherwise. The expectation value is therefore $\sum_i\psi_i\psi_{i+1}$ instead of $\sum_i\psi_i^2=1$. The difference of the two sums is $\tfrac12\sum_i(\psi_i-\psi_{i+1})^2\approx\tfrac12h^2\int\psi_0'^2\,dx=\tfrac12h^2\kappa^2$, which is $0.00125$ for the step $h=0.1$ bohr used here, as found.

The level shift in a weak field tests $\alpha$ without any sum over states. For $\kappa=0.5$ and $F=0.0005$ a.u. it gives $20.006$ a.u. For $\kappa=0.8$ it gives $3.053$ a.u., against $3.052$ from the formula, which also tests the dependence on $\kappa$. These values use the step $h=0.04$ bohr, and their small excess has two sources. Higher orders in $F$ raise the value for $\kappa=0.5$ to $20.0035$ a.u. even without a grid, and the rest is grid error: steps of $0.08$, $0.04$ and $0.02$ bohr give $20.013$, $20.006$ and $20.004$ a.u. Tunnelling plays no part at such fields. For $\kappa=0.5$ and $F=0.0005$ a.u. the barrier extends to $|E_0|/F=250$ bohr, and the width of the level on the infinite line is about $10^{-73}$ hartree. The walls, at $\pm40$ bohr, lie inside this distance, which keeps the level in the well the lowest level of the box. The full set of values is in the numerical output below.

## Variation A: the polarizability without the continuum

**Question.** Find $\alpha$ by solving for the first-order change of the wavefunction.

**Solution.** Write $\psi=\psi_0+F\psi_1+\dots$ The terms of first order in $F$ give

$$(H_0-E_0)\psi_1=-x\psi_0,$$

where $H_0$ is the Hamiltonian without the field. The right side is odd, so we take $\psi_1$ odd, with $\psi_1(0)=0$, and need to solve only for $x>0$. Try

$$\psi_1=-\sqrt\kappa\,p(x)e^{-\kappa x},\qquad p(x)=ax^2+bx.$$

The second derivative of $pe^{-\kappa x}$ is $(p''-2\kappa p'+\kappa^2p)e^{-\kappa x}$. The terms in $\kappa^2p$ cancel against $-E_0=\kappa^2/2$, leaving

$$\kappa p'-\tfrac12p''=x\quad\Rightarrow\quad 2a\kappa x+(b\kappa-a)=x.$$

Hence $a=1/(2\kappa)$ and $b=a/\kappa=1/(2\kappa^2)$. A further term $e^{\kappa x}$ is excluded because it grows, and a further term $e^{-\kappa x}$ is excluded by $\psi_1(0)=0$.

The second-order energy is $F^2\langle0|x|\psi_1\rangle$, so $\alpha=-2\langle0|x|\psi_1\rangle$. The two half-lines contribute equally:

$$\alpha=4\kappa\int_0^\infty e^{-2\kappa x}\left(\frac{x^3}{2\kappa}+\frac{x^2}{2\kappa^2}\right)dx.$$

With $\int_0^\infty x^3e^{-2\kappa x}dx=3/(8\kappa^4)$ and $\int_0^\infty x^2e^{-2\kappa x}dx=1/(4\kappa^3)$,

$$\alpha=4\kappa\left(\frac{3}{16\kappa^5}+\frac{1}{8\kappa^5}\right)=\frac{5}{4\kappa^4}.$$

No continuum state was used, so this confirms both the normalization of the sine waves and the integration over them.

## Variation B: which energies matter?

**Question.** What fraction of the total strength, and what fraction of $\alpha$, comes from final energies below $E=|E_0|$?

**Solution.** At $E=|E_0|$ we have $k=\kappa$, so $\theta=\pi/4$. The strength up to an angle $\theta$ is

$$\frac4\pi\int_0^\theta\sin^22\theta'\,d\theta'=\frac2\pi\left(\theta-\frac{\sin4\theta}{4}\right).$$

At $\theta=\pi/4$ the sine vanishes and the result is $1/2$. The energy $|E_0|$ is thus the median of the distribution, although the maximum lies at one fifth of it. The distribution is skewed: it rises steeply from threshold and falls slowly beyond the maximum. At the maximum $\tan\theta=1/\sqrt5$, and the formula above gives only 11 percent of the strength below it.

For $\alpha$, the upper limit of the integral over $u=2\theta$ becomes $\pi/2$. The three terms are now $\pi/4$, $2/3$ and $\pi/16$, to be compared with the full value $5\pi/8$:

$$\frac{5\pi/16+2/3}{5\pi/8}=\frac12+\frac{16}{15\pi}=0.840.$$

Direct integration over energy gives the same value. Half of the strength therefore supplies 84 percent of the polarizability, because the weight $1/\omega^2$ favours transitions near threshold. The other half, which includes the $E^{-5/2}$ tail, supplies only the remaining 16 percent.

## Numbers as computed

```
kappa = 0.5 1/bohr
binding energy = 0.125000 hartree = 3.4014 eV
k = 0.2 1/bohr: <k|x|0> by quadrature = 1.897466 bohr^(3/2)
k = 0.5 1/bohr: <k|x|0> by quadrature = 1.595769 bohr^(3/2)
k = 1.0 1/bohr: <k|x|0> by quadrature = 0.510646 bohr^(3/2)
<x^2> from continuum = 2.000000 bohr^2
<x^2> from ground state = 2.000000 bohr^2
total strength = 1.000000
strength from E < |E0| = 0.500000
alpha from df/dE = 20.00000 a.u. = 3.2976e-40 C^2 m^2/J
share of alpha from E < |E0| = 0.8395
peak at E = 0.025000 hartree, height = 5.2723 1/hartree
E/|E0| = 0.05: E = 0.00625 hartree, df/dE = 3.93502 1/hartree
E/|E0| = 0.20: E = 0.02500 hartree, df/dE = 5.27232 1/hartree
E/|E0| = 1.00: E = 0.12500 hartree, df/dE = 2.54648 1/hartree
E/|E0| = 4.00: E = 0.50000 hartree, df/dE = 0.32595 1/hartree
box: bound states = 1, E0 = -0.124922 hartree
box: largest even-state strength below 1e-10: True
box level E = 0.02193 hartree: df/dE = 5.2556, formula 5.2541 1/hartree
box level E = 0.13705 hartree: df/dE = 2.3137, formula 2.3153 1/hartree
box level E = 0.49444 hartree: df/dE = 0.3322, formula 0.3329 1/hartree
box: total strength = 0.99875
box: alpha from sum over states = 20.0150 a.u.
kappa = 0.5: field = 0.000500 a.u., alpha from shift = 20.0059, formula 20.0000 a.u.
kappa = 0.8: field = 0.002048 a.u., alpha from shift = 3.0532, formula 3.0518 a.u.
alpha from first-order wavefunction (q = kappa): 5/(4*q**4)
```
